# The Fang-Howard Inversion Layer and the Triangular Well

## The problem

Electrons of areal density $N_s$ are held against an impenetrable wall at $z=0$ and occupy the half-space $z>0$. Their mass normal to the wall is $m$, and all of them are in the lowest subband. Behind them lies a fixed depletion charge of areal density $N_{\rm dep}$. The normal motion is described by the Fang-Howard trial function

$$\psi(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad b>0 .$$

(a) Find the best $b$, and the single effective density on which it depends.
(b) Find the subband energy $E_0$.
(c) Compare $E_0$ with the ground level of a triangular well.

The treatment is at the Hartree level, without exchange and correlation. The permittivity $\varepsilon$ is the same on both sides of the wall, so there is no image potential. The depletion region is much wider than the electron layer, so its potential energy is taken as linear, $V_{\rm dep}=e^2N_{\rm dep}z/\varepsilon$. Energies are measured from the band edge at $z=0$. The kinetic energy parallel to the wall does not depend on $b$ and is left out.

## A tempting solution

The averages follow from $\int_0^\infty z^n e^{-bz}dz=n!/b^{n+1}$. The norm is $(b^3/2)(2/b^3)=1$, and

$$\langle z\rangle=\frac{b^3}{2}\,\frac{6}{b^4}=\frac3b .$$

Since $\psi'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}$, the kinetic energy is

$$T=\frac{\hbar^2}{2m}\int_0^\infty\psi'^2dz=\frac{\hbar^2}{2m}\,\frac{b^3}{2}\left(\frac1b-\frac{b}{b^2}+\frac{b^2}{4}\,\frac{2}{b^3}\right)=\frac{\hbar^2b^2}{8m}.$$

The electrons also produce a potential energy $V_s$. With $\rho=\psi^2$, Poisson's equation for a carrier of charge $-e$ reads $V_s''=-e^2N_s\rho/\varepsilon$. The field of this part vanishes deep inside, and $V_s(0)=0$. Let $S(z)=\int_z^\infty\rho\,dz'$ be the fraction of electrons beyond $z$. Integrating twice gives

$$V_s'(z)=\frac{e^2N_s}{\varepsilon}S(z),\qquad V_s(z)=\frac{e^2N_s}{\varepsilon}\int_0^\infty\min(z,z')\,\rho(z')\,dz' .$$

The second form holds because an electron at $z'$ contributes to $S(u)$ for $u<z'$, and $u$ runs from 0 to $z$.

The mean of $V_s$ requires the mean of $\min(z,z')$ over two independent electrons. The smaller distance exceeds $u$ when both distances do, which has probability $S(u)^2$, so $\langle\min\rangle=\int_0^\infty S^2du$. With $t=bz$,

$$S=e^{-t}\left(1+t+\tfrac12t^2\right),$$

as differentiation confirms: $dS/dt=-\tfrac12t^2e^{-t}$, and $S(0)=1$. Squaring and integrating term by term with $\int_0^\infty t^ne^{-2t}dt=n!/2^{n+1}$,

$$\langle\min\rangle=\frac1b\int_0^\infty e^{-2t}\left(1+2t+2t^2+t^3+\tfrac14t^4\right)dt=\frac1b\left(\tfrac12+\tfrac12+\tfrac12+\tfrac38+\tfrac3{16}\right)=\frac{33}{16\,b}.$$

The mean one-electron energy is therefore

$$E_0(b)=\frac{\hbar^2b^2}{8m}+\frac{3e^2N_{\rm dep}}{\varepsilon b}+\frac{33e^2N_s}{16\,\varepsilon b}
=\frac{\hbar^2b^2}{8m}+\frac{3e^2}{\varepsilon b}\left(N_{\rm dep}+\tfrac{11}{16}N_s\right).$$

Everything so far is correct. The tempting next step is to minimise $E_0(b)$, since the ground level is wanted and a variational energy should be as low as possible. Setting the derivative to zero gives $b^3=12me^2(N_{\rm dep}+\tfrac{11}{16}N_s)/(\varepsilon\hbar^2)$.

## Where it fails

The variational principle for a level compares trial states in one fixed Hamiltonian. Here $V_s$ is made by the trial density itself, so changing $b$ changes the Hamiltonian too. A lower $E_0(b)$ may mean only that the electrons have been moved to where they produce less potential energy.

The error can be seen in the equation that the minimisation imposes. The term $\langle V_s\rangle$ is quadratic in $\rho$. Under a small change $\delta\rho$, both factors of $\rho$ vary, and because $\min(z,z')$ is symmetric the two contributions are equal:

$$\delta\langle V_s\rangle=2\int_0^\infty V_s(z)\,\delta\rho(z)\,dz .$$

Making $E_0$ stationary thus describes an electron moving in $V_{\rm dep}+2V_s$, with the potential of the other electrons doubled.

## The right minimisation

The quantity with a minimum principle is the total energy, in which each pair of electrons is counted once. Per electron,

$$E_{\rm tot}=T+\langle V_{\rm dep}\rangle+\tfrac12\langle V_s\rangle .$$

One might object that $V_s$ also contains the attraction of the extra gate charge $+eN_s$, which is not a pair energy of the electrons. The factor one half is still right. Electron sheets repel one another with energy $-(e^2/2\varepsilon)|z-z'|$ per pair, which is halved in the sum. This gives $-(e^2N_s/4\varepsilon)\langle|z-z'|\rangle$ per electron. The gate sheet adds $(e^2N_s/2\varepsilon)\langle z\rangle$, counted in full. Since $\min(z,z')=\tfrac12(z+z')-\tfrac12|z-z'|$, the sum is $(e^2N_s/2\varepsilon)\langle\min\rangle=\tfrac12\langle V_s\rangle$.

Inserting the averages,

$$E_{\rm tot}(b)=\frac{\hbar^2b^2}{8m}+\frac{3e^2N_{\rm dep}}{\varepsilon b}+\frac{33e^2N_s}{32\,\varepsilon b}
=\frac{\hbar^2b^2}{8m}+\frac{3e^2N^*}{\varepsilon b},\qquad N^*=N_{\rm dep}+\frac{11}{32}N_s .$$

The derivative vanishes when $\hbar^2b/4m=3e^2N^*/(\varepsilon b^2)$, so

$$b^3=\frac{12\,m\,e^2N^*}{\varepsilon\hbar^2}.$$

The second derivative, $\hbar^2/4m+6e^2N^*/(\varepsilon b^3)$, is positive, so this is a minimum. It answers (a).

A fixed-Hamiltonian argument gives the same $b$. Let the potential be made by a density with parameter $b'$, vary $b$ alone, and set $b'=b$ afterwards. By the symmetry of the kernel, the derivative of $\langle\min\rangle$ with respect to one parameter is half the derivative of $33/(16b)$, namely $-33/(32b^2)$. The resulting condition is the one just solved.

## The subband energy

At the minimum, $\hbar^2b^2/m=12e^2N^*/(\varepsilon b)$, hence $T=3e^2N^*/(2\varepsilon b)$. This is half the potential part of $E_{\rm tot}$, so

$$E_{\rm tot}=\frac{9e^2N^*}{2\varepsilon b}=\left(\frac32\right)^{5/3}\left(\frac{\hbar^2}{m}\right)^{1/3}\left(\frac{e^2N^*}{\varepsilon}\right)^{2/3}.$$

The number arises from $(9/2)\,12^{-1/3}$, whose cube is $729/96=(3/2)^5$.

The subband energy contains the whole of $\langle V_s\rangle$, so the missing half must be restored:

$$E_0=E_{\rm tot}+\frac{33e^2N_s}{32\,\varepsilon b}=\frac{9e^2}{2\varepsilon b}\left(N^*+\frac29\cdot\frac{33}{32}N_s\right).$$

Here $\tfrac29\cdot\tfrac{33}{32}=\tfrac{11}{48}$, and $\tfrac{11}{32}+\tfrac{11}{48}=\tfrac{55}{96}$. The answer to (b) is

$$E_0=\left(\frac32\right)^{5/3}\left(\frac{\hbar^2}{m}\right)^{1/3}\left(\frac{e^2}{\varepsilon}\right)^{2/3}\frac{N_{\rm dep}+\frac{55}{96}N_s}{(N^*)^{1/3}} .$$

There is an independent check. Adding electrons at fixed $N_{\rm dep}$ should cost $E_0$ each, apart from their in-plane energy. Since $N_sE_{\rm tot}\propto N_sN^{*2/3}$, its derivative with respect to $N_s$ is proportional to

$$N^{*2/3}+\frac23\cdot\frac{11}{32}N_sN^{*-1/3}=N^{*-1/3}\left(N_{\rm dep}+\frac{11}{32}\cdot\frac53N_s\right),$$

and $\tfrac{11}{32}\cdot\tfrac53=\tfrac{55}{96}$, as required.

## Comparison with the triangular well

For $V=Fz$ with a wall at $z=0$, define $\lambda=(\hbar^2/2mF)^{1/3}$ and $\zeta=(z-E/F)/\lambda$. The Schrödinger equation $\psi''=(2m/\hbar^2)(Fz-E)\psi$ becomes $d^2\psi/d\zeta^2=\zeta\psi$. Its decaying solution is ${\rm Ai}(\zeta)$. The wall requires ${\rm Ai}(-E/F\lambda)=0$, and the lowest level has $E/F\lambda=\alpha_1=2.338$. With $F=e^2N/\varepsilon$,

$$E_A(N)=\alpha_1\left(\frac{\hbar^2}{2m}\right)^{1/3}\left(\frac{e^2N}{\varepsilon}\right)^{2/3}.$$

**Few electrons.** For $N_s\to0$ the well really is triangular with $N=N_{\rm dep}$. The coefficients to compare are $(3/2)^{5/3}=1.966$ and $\alpha_12^{-1/3}=1.856$. The trial energy is 5.9% above the exact level of this model. The overlap of the two states is 0.98.

**Finite electron density.** The expression for $E_{\rm tot}$ shows that the trial total energy per electron is $1.059\,E_A(N^*)$ for any $N_s$. This is the sense in which $N^*$ defines an equivalent triangular well. It does not make $E_A(N^*)$ the subband energy, which has a different dependence on $N_s$.

Nor is $N^*$ the mean field. The slope of the potential is $(e^2/\varepsilon)(N_{\rm dep}+N_sS)$, which falls from $N_{\rm dep}+N_s$ at the wall to $N_{\rm dep}$ outside, in units of $e^2/\varepsilon$. Because $\rho=-S'$, the mean of $S$ is $\int\rho S\,dz=\tfrac12$ for any density profile. The mean slope therefore corresponds to $N_{\rm dep}+\tfrac12N_s$.

One choice of triangle gives a strict bound. Since $S\le1$, the potential lies nowhere above the line with the wall slope, so the Hartree level cannot exceed $E_A(N_{\rm dep}+N_s)$.

## A worked case

Take round model parameters: $m=0.1\,m_e$, $\varepsilon=12\,\varepsilon_0$, $N_{\rm dep}=2\times10^{11}$ cm$^{-2}$ and $N_s=4\times10^{11}$ cm$^{-2}$. Then

$$N^*=\left(2+\tfrac{11}{32}\times4\right)\times10^{11}=3.375\times10^{11}\ {\rm cm^{-2}} .$$

With $N_0=N_{\rm dep}+N_s$, the natural length $\ell=(\hbar^2\varepsilon/me^2N_0)^{1/3}$ is 4.383 nm and the energy $\hbar^2/m\ell^2$ is 39.66 meV. Their ratio is the wall slope, $e^2N_0/\varepsilon=9.05$ meV/nm. In these units $b^3=12N^*/N_0=6.75$, so $b=1.890/\ell=0.431$ nm$^{-1}$ and $\langle z\rangle=3/b=6.96$ nm. The energy parts are

- $T=39.66\times1.890^2/8=17.7$ meV;
- $\langle V_{\rm dep}\rangle=\tfrac13\times9.05\times6.96=21.0$ meV;
- $\langle V_s\rangle=\tfrac{11}{16}\times\tfrac23\times9.05\times6.96=28.9$ meV.

Hence $E_{\rm tot}=17.7+21.0+14.4=53.1$ meV, and $E_0=17.7+21.0+28.9=67.5$ meV, or 0.0675 eV, where the sums use unrounded parts.

A numerical self-consistent Hartree solution of the same model gives 51.3 meV for the total and 65.8 meV for the subband. The trial values are 3.6% and 2.7% higher. The first sign is guaranteed, because the Hartree state minimises the total energy over all $\psi$. The second is not guaranteed by that principle.

The triangular-well energies are

- $E_A(N^*)=50.2$ meV;
- $E_A(N_{\rm dep}+\tfrac12N_s)=56.2$ meV;
- $E_A(N_{\rm dep}+N_s)=73.6$ meV, the upper bound.

None reproduces the Hartree level. The mean-slope triangle is too low by 9.6 meV. A line through the origin with the right mean slope misses part of the potential energy, because the true potential rises steeply first and flattens later. With the trial density, the missing part is $(\tfrac{11}{16}-\tfrac12)e^2N_s\langle z\rangle/\varepsilon=7.9$ meV, somewhat less than the shortfall. In the Hartree potential itself, the mean excess over the line is 9.3 meV with the Hartree density and 9.8 meV with the Airy density. By the variational principle applied to each of the two wells, these values bracket the shortfall.

The tempting solution gives $b=0.483$ nm$^{-1}$ and raises the total energy from 53.1 to 53.8 meV. Its $E_0$ is $3T=66.7$ meV, which is nearer the Hartree level than the correct trial value. This is a cancellation of errors. The tempting value is the lowest point of $E_0(b)$, so it lies below the correct trial value, and the correct trial value lies above the Hartree level. The tempting value crosses the Hartree level near $N_s/N_0=0.8$ and remains the nearer of the two up to about 0.9, but beyond that it overshoots. For $N_{\rm dep}=0$ the tempting route gives $(3/2)^{5/3}(11/16)^{2/3}=1.53$ in the scaled energy unit, below the Hartree value 1.584 by 3.3%. The correct minimisation gives 1.608, which is 1.5% above.

## The electron-dominated limit and the range of validity

For $N_{\rm dep}\to0$, the result becomes $b^3=33me^2N_s/(8\varepsilon\hbar^2)$. The error of the trial total energy relative to Hartree falls from 5.9% at $N_s=0$ to 1.5% in this limit. The worked case, with $N_s/N_0=2/3$, lies between them at 3.6%. This limit is formal, since the assumption of a single filled subband must be checked anew as $N_{\rm dep}$ falls. With the parameters of the worked case and $N_s=4\times10^{11}$ cm$^{-2}$ it still holds at $N_{\rm dep}=2\times10^{10}$ cm$^{-2}$ and fails at $4\times10^{9}$ cm$^{-2}$. At $N_{\rm dep}=0$ the level lies only 6.2 meV below the top of the well, less than the Fermi energy of 9.6 meV.

In the worked case that assumption holds at zero temperature. With spin degeneracy 2, one valley and in-plane mass $m$, the Fermi energy above the subband edge is $\pi\hbar^2N_s/m=9.6$ meV, while the second Hartree level lies 31 meV above the first. With these levels held fixed, about 2% of the electrons would occupy higher subbands at 77 K and roughly 30% at 300 K, so the assumption does not extend to room temperature. The linear depletion potential is also adequate. For an acceptor density $N_A=10^{15}$ cm$^{-3}$ the depletion width is $N_{\rm dep}/N_A=2000$ nm. The omitted term $-e^2N_Az^2/2\varepsilon$, with $\langle z^2\rangle=(b^3/2)(24/b^5)=12/b^2$, has a mean size of 0.05 meV. This doping is an optimistic choice, however, because the band bending across the depletion region, $e^2N_{\rm dep}^2/2\varepsilon N_A$, would be 3.0 eV, more than the band gap of many semiconductors. With $N_A=3\times10^{15}$ cm$^{-3}$ the bending is a more realistic 1.0 eV. The width is then 667 nm and the omitted term 0.15 meV, which is still negligible.

Exchange and correlation, left out from the start, are not negligible on this scale. In the worked case $r_s=1.4$, and the exchange energy evaluated with the Hartree density is about $-6$ meV per electron. This is several times the 1.8 meV that separates the trial and Hartree values. All percentages above measure the trial function against the Hartree model, not against a real layer.

The trial function is much poorer at the wall than its energy suggests. Multiplying the Schrödinger equation by $\psi'$ and integrating from 0 to infinity gives, for an exact state,

$$\frac{\hbar^2}{2m}\psi'(0)^2=\left\langle\frac{dV}{dz}\right\rangle=\frac{e^2}{\varepsilon}\left(N_{\rm dep}+\tfrac12N_s\right).$$

For the trial function $\psi'(0)^2=b^3/2$, so the left side is $\hbar^2b^3/4m=3e^2N^*/\varepsilon$. At $N_s=0$ this is three times too large. In the worked case it is 1.69 in units of $e^2N_0/\varepsilon$, against 0.67 for the Hartree state. As $z\to0$ the density approaches $\psi'(0)^2z^2$, so right at the wall it is too large by the same factor of about 2.5. The ratio of trial to Hartree density falls to about 1 between 2 and 4 nm and to about 0.8 at 6 nm. Beyond about 10 nm it exceeds 1 again and grows quickly, to about 4 at 18 nm, because the exponential tail of the trial function decays more slowly than the Hartree tail. The trial function should therefore not be relied on for quantities governed by that density, even where its energies are good to a few per cent of the Hartree values. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
mean of min(z,z') times b: 33/16
Airy zero alpha_1: 2.33811
Airy energy coefficient: 1.85576
trial energy coefficient (3/2)^(5/3): 1.96556
trial/Airy energy ratio at Ns=0: 1.0592
overlap of trial and Airy states at Ns=0: 0.9835
Scaled units: Ns/(Ndep+Ns), Etot trial, Etot Hartree,
  E0 trial, E0 Hartree, Airy with Ndep+Ns/2
  0.0000  1.9655  1.8557  1.9655  1.8557  1.8558
  0.6667  1.3394  1.2925  1.7031  1.6582  1.4162
  1.0000  0.9645  0.9502  1.6075  1.5837  1.1691
mass: 0.10 m_e
relative permittivity: 12.0
Ndep: 2.000e+11 cm^-2
Ns: 4.000e+11 cm^-2
Nstar: 3.3750e+11 cm^-2
Ndep + 55 Ns/96: 4.2917e+11 cm^-2
scaled length unit: 4.3834 nm
scaled energy unit: 39.659 meV
b: 0.4311 nm^-1
mean distance 3/b, trial: 6.958 nm
mean distance, Hartree: 6.523 nm
kinetic energy: 17.706 meV
mean depletion potential: 20.985 meV
mean electron potential: 28.854 meV
total energy per electron, trial: 53.118 meV
total energy per electron, Hartree: 51.260 meV
subband energy E0, trial: 67.545 meV
subband energy E0, trial: 0.06754 eV
subband energy E0, Hartree: 65.761 meV
Airy energy with Nstar: 50.150 meV
Airy energy with Ndep+Ns/2: 56.165 meV
Airy energy with Ndep+Ns: 73.597 meV
density making Airy equal Hartree E0: 5.0678e+11 cm^-2
b from wrongly minimising E0: 0.4832 nm^-1
total energy at that b: 53.835 meV
wall force / (e^2 N0/eps), trial: 1.6873
wall force / (e^2 N0/eps), Hartree: 0.6668
in-plane Fermi energy: 9.576 meV
Hartree gap to second subband: 31.485 meV
acceptor density: 1.00e+15 cm^-3
depletion width: 2000 nm
mean size of neglected curvature term: 0.049 meV
```
